# Why small-particle infrared peaks are not TO frequencies

**Q:** I have computed the zone-centre phonons of a cubic polar crystal by density functional perturbation theory. The code gives a transverse optical (TO) frequency and a Born charge. A powder spectrum of the same crystal shows one strong infrared peak. Light is a transverse wave, so it excites the transverse phonon, and the peak must be the TO frequency. If the two differ, my force constant is wrong.

**A:** Before we compare numbers, which electric field does the calculated TO mode feel?

**Q:** None. The calculation sets the macroscopic field to zero. But the light does bring a field, so let me write the driven motion. In Hartree atomic units with \(D=E+4\pi P\), let \(u\) be the relative displacement of the two sublattices, \(\mu\) their reduced mass, \(K\) the force constant at zero macroscopic field, \(Z\) the Born charge, \(\Omega\) the cell volume and \(\gamma\) a constant damping rate. Then

\[
\mu\ddot u=-Ku-\mu\gamma\dot u+ZE,\qquad
P=\frac{Zu}{\Omega}+\frac{\varepsilon_\infty-1}{4\pi}E .
\]

Here \(E\) is the macroscopic field in the crystal, and \(\varepsilon_\infty\) is the permittivity with the nuclei held fixed. For a time factor \(e^{-i\omega t}\), the first equation gives \(u=(Z/\mu)E/(\omega_{TO}^2-\omega^2-i\gamma\omega)\), with \(\omega_{TO}^2=K/\mu\). Inserting this in \(D=E+4\pi P=\varepsilon E\),

\[
\varepsilon(\omega)=\varepsilon_\infty+\frac{F}{\omega_{TO}^2-\omega^2-i\gamma\omega},\qquad F=\frac{4\pi Z^2}{\mu\Omega}.
\]

The mean absorbed power per volume is \(\tfrac12\mathrm{Re}(E^*\dot P)=\omega\,\mathrm{Im}\,\varepsilon\,|E|^2/8\pi\), and

\[
\omega\,\mathrm{Im}\,\varepsilon=\frac{F\gamma}{(\omega_{TO}^2/\omega-\omega)^2+\gamma^2}
\]

has its maximum at \(\omega_{TO}\). Is that not the proof?

**A:** It is a proof for a fixed field \(E\) inside the crystal. A film thin enough to transmit most of the light even at \(\omega_{TO}\), lit at normal incidence, comes close to this: the field lies in the film plane, its tangential component is continuous, and no charge appears on the faces. In a grain the polarization ends on a closed surface and leaves charge there. The field of that charge acts back on the ions, and it depends on frequency. The factor \(|E|^2\) in your power then has a resonance of its own.

**Q:** The grain is far smaller than the wavelength. How can a transverse wave produce surface charge?

**A:** Because the grain is small, the wave looks like a uniform oscillating field \(E_0\) across it, and the problem becomes electrostatic at each instant. A uniform field polarizes a sphere and charges its two opposite caps. The direction of the light's wavevector plays no part at this order.

**Q:** Then I need the field of the surface charge. For a general grain that looks hopeless.

**A:** For an ellipsoid with semi-axes \(a_i\) it can be found directly. Start with a uniform charge density \(\rho\) filling the ellipsoid. Seen from an interior point \(\mathbf x\), the charge in direction \(\hat{\mathbf u}\) at distance \(r\) occupies \(r^2dr\,d\hat u\), and its field is \(-\hat{\mathbf u}/r^2\) per unit charge. The factors \(r^2\) cancel, so

\[
\mathbf E(\mathbf x)=-\rho\int d\hat u\;\hat{\mathbf u}\,R(\hat{\mathbf u}),
\]

where \(R\) is the distance to the surface. It solves \(\sum_i(x_i+Ru_i)^2/a_i^2=1\). With \(p=\sum_i u_i^2/a_i^2\), \(q=\sum_i x_iu_i/a_i^2\) and \(s=1-\sum_i x_i^2/a_i^2\), this reads \(pR^2+2qR-s=0\), whose positive root is

\[
R=\frac{-q+\sqrt{q^2+ps}}{p}.
\]

Reversing \(\hat{\mathbf u}\) changes the sign of \(q\) but not of the root. The root term, multiplied by the odd factor \(\hat{\mathbf u}\), integrates to zero. What remains is

\[
E_i=\rho\sum_j\frac{x_j}{a_j^2}\int d\hat u\,\frac{u_iu_j}{p}=4\pi\rho L_i x_i,\qquad
L_i=\frac1{4\pi}\int d\hat u\,\frac{u_i^2/a_i^2}{\sum_j u_j^2/a_j^2}.
\]

Terms with \(j\ne i\) vanish because the reflection \(u_j\to-u_j\) reverses their sign. Adding the three \(L_i\) makes the integrand one, so \(L_1+L_2+L_3=1\).

A uniformly polarized body is a density \(+\rho\) displaced by \(\mathbf d\) relative to a density \(-\rho\), with \(\mathbf P=\rho\mathbf d\). The two fields add to \(4\pi\rho L_i(x_i-d_i)-4\pi\rho L_ix_i\), that is,

\[
E_i=-4\pi L_iP_i .
\]

The field is uniform and opposes the polarization.

**Q:** So a sphere has \(L=1/3\) by symmetry. What about elongated or flat grains?

**A:** Take semi-axes \(1,1,t\) and \(m=u_z\). The azimuthal integral is trivial:

\[
L_z=\int_0^1\frac{m^2\,dm}{m^2+t^2(1-m^2)} .
\]

For \(t>1\), set \(e^2=1-1/t^2\). The denominator is \(t^2(1-e^2m^2)\), and \(m^2/(1-e^2m^2)=[1/(1-e^2m^2)-1]/e^2\), so

\[
L_z=\frac{1-e^2}{e^2}\left(\frac{\operatorname{artanh}e}{e}-1\right).
\]

For \(t<1\), set \(g^2=1/t^2-1\). The same steps give \(L_z=\frac{1+g^2}{g^2}\left(1-\frac{\arctan g}{g}\right)\). In both cases \(L_x=L_y=(1-L_z)/2\). A long needle has \(L_z\to0\), and a flat disc has \(L_z\to1\). A direct integration over the surface charge tested the uniform field and these factors for three shapes.

**Q:** My powder is embedded in a transparent matrix. Does that alter the surface charge?

**A:** Yes, since the host polarizes too. Let its permittivity \(\varepsilon_h>0\) be constant, and let \(E_0\) lie along a principal axis. Describe the total surface charge, from grain and host together, by an equivalent uniform polarization \(P_s\). Then \(E_{in}=E_0-4\pi LP_s\). Crossing the surface outwards, the normal field rises by \(4\pi P_{s,n}\). Continuity of normal \(D\) demands

\[
D_{in}=\varepsilon_h(E_{in}+4\pi P_s).
\]

With \(D_{in}=\varepsilon E_{in}\) this gives \(4\pi P_s=(\varepsilon-\varepsilon_h)E_{in}/\varepsilon_h\), and therefore

\[
E_{in}=\frac{\varepsilon_h}{N}E_0,\qquad N=\varepsilon_h+L(\varepsilon-\varepsilon_h).
\]

Without damping, the internal field diverges when \(N=0\), or

\[
\varepsilon(\omega)=-\varepsilon_h\,\frac{1-L}{L}.
\]

For a sphere this is \(\varepsilon=-2\varepsilon_h\).

**Q:** That is a condition on a permittivity. I would like to see it as a phonon, with a restoring force I can compare with \(K\).

**A:** Switch off \(E_0\) and let the ions oscillate. Now \(4\pi P_s=-E_{in}/L\), so continuity of \(D\) reads \(LD_{in}=-\varepsilon_h(1-L)E_{in}\). Inside, \(D_{in}=\varepsilon_\infty E_{in}+4\pi Zu/\Omega\). Collecting the terms in \(E_{in}\),

\[
E_{in}=-\frac{4\pi LZ}{\Omega A}u,\qquad A=\varepsilon_h(1-L)+L\varepsilon_\infty .
\]

The force \(ZE_{in}\) opposes the displacement and adds to the spring. Dividing by \(\mu\),

\[
\omega_L^2=\omega_{TO}^2+\frac{LF}{A}.
\]

Inserting this in the undamped permittivity gives \(\varepsilon_\infty-A/L=-\varepsilon_h(1-L)/L\), the earlier condition.

**Q:** For \(L=1\) the extra term is \(4\pi Z^2/(\mu\Omega\varepsilon_\infty)\). I know that one: it is the nonanalytic term that gives the longitudinal optical (LO) frequency.

**A:** Yes. A long longitudinal wave in the bulk has \(D=0\), as a flat disc polarized along its normal does, and the host drops out. At \(L=0\) there is no extra force and you recover TO. In between,

\[
\frac{d}{dL}\frac LA=\frac{A-L(\varepsilon_\infty-\varepsilon_h)}{A^2}=\frac{\varepsilon_h}{A^2}>0,
\]

so \(\omega_L\) rises steadily from TO to LO. For every ellipsoid with \(0<L<1\) the resonance lies strictly between them.

**Q:** Real crystals have damping. Perhaps it pulls the absorption maximum back towards TO, where \(\mathrm{Im}\,\varepsilon\) is large.

**A:** Let us compute the absorption. For grain volume \(V\), the absorbed power is \(V\omega\,\mathrm{Im}\,\varepsilon\,|E_{in}|^2/8\pi\), and the incident intensity is \(c\sqrt{\varepsilon_h}|E_0|^2/8\pi\). Their ratio is the cross-section

\[
\sigma=\frac{V\omega\,\varepsilon_h^{3/2}\,\mathrm{Im}\,\varepsilon}{c\,|N|^2}
=V\sqrt{\varepsilon_h}\,\frac{\omega}{c}\,\mathrm{Im}\,\beta,\qquad
\beta=\frac{\varepsilon-\varepsilon_h}{N}.
\]

The second form holds because \(\mathrm{Im}[(\varepsilon-\varepsilon_h)N^*]=\varepsilon_h\,\mathrm{Im}\,\varepsilon\); the other term, \(L|\varepsilon-\varepsilon_h|^2\), is real.

Write \(d=\omega_{TO}^2-\omega^2-i\gamma\omega\) and \(d_L=d+LF/A=\omega_L^2-\omega^2-i\gamma\omega\). Then \(\varepsilon=\varepsilon_\infty+F/d\), \(N=A+LF/d\), and

\[
\beta=\frac{(\varepsilon_\infty-\varepsilon_h)d+F}{A\,d_L}
=\frac{\varepsilon_\infty-\varepsilon_h}{A}+\frac{\varepsilon_hF}{A^2d_L}.
\]

The last step puts \(d=d_L-LF/A\) in the numerator and uses \(1-L(\varepsilon_\infty-\varepsilon_h)/A=\varepsilon_h/A\). Hence

\[
\omega\,\mathrm{Im}\,\beta=\frac{\varepsilon_hF}{A^2}\,
\frac{\gamma}{(\omega_L^2/\omega-\omega)^2+\gamma^2}.
\]

This is your bulk line shape with \(\omega_{TO}\) replaced by \(\omega_L\). In this model, with constant \(\gamma\) and \(\varepsilon_h\), the maximum sits exactly at \(\omega_L\). When the shift \(\omega_L-\omega_{TO}\) is much larger than \(\gamma\), the large \(\mathrm{Im}\,\varepsilon\) at TO is defeated by the small internal field there, since \(|N|\) is large as well. For a long needle with the field along its axis, the shift can be smaller than \(\gamma\), and the absorption at TO remains strong.

**Q:** Could I at least take the Born charge from the peak area?

**A:** You can find its magnitude in a dilute sample if the grain shape and orientation, the host, \(\varepsilon_\infty\), \(\mu\), \(\Omega\) and the volume of crystal per unit beam area are known. Let \(T\) be the transmission relative to the host alone. If the grains are small enough to scatter little light, the absorbance \(-\ln T\) is the sum of their absorption cross-sections divided by the beam area, and each \(\sigma\) is proportional to \(V\). Let \(s=\omega-\omega_L^2/\omega\). The substitution \(\omega\to\omega_L^2/\omega\) reverses \(s\) and turns \(d\omega\) into \((\omega_L^2/\omega^2)d\omega\). Averaging the two forms of the integral produces \(ds=(1+\omega_L^2/\omega^2)d\omega\):

\[
\int_0^\infty\frac{\gamma\,d\omega}{s^2+\gamma^2}
=\frac12\int_{-\infty}^{\infty}\frac{\gamma\,ds}{s^2+\gamma^2}=\frac\pi2,
\qquad
\int_0^\infty\omega\,\mathrm{Im}\,\beta\,d\omega=\frac{\pi\varepsilon_hF}{2A^2}.
\]

The area is proportional to \(Z^2\), but its prefactor contains \(L\), \(\varepsilon_h\) and \(\varepsilon_\infty\). Numerical maximization and integration of the absorption tested both the peak position and this area.

**Q:** How large is the effect? A few wavenumbers would not trouble me.

**A:** Take a model crystal with \(Z=2\), \(\mu=18000\), \(\Omega=125\), \(K=0.06\) and \(\varepsilon_\infty=3\), all in atomic units. Then

\[
\omega_{TO}^2=\frac{0.06}{18000}=3.333\times10^{-6},\qquad
F=\frac{4\pi\times4}{18000\times125}=2.234\times10^{-5}.
\]

The TO frequency is \(1.826\times10^{-3}\) hartree, or 400.7 cm⁻¹. LO adds \(F/3\) to the square and lies at 720.6 cm⁻¹.

For a sphere, \(LF/A=F/(2\varepsilon_h+\varepsilon_\infty)\). In vacuum this is \(F/5=4.468\times10^{-6}\), so

\[
\omega_{sph}=400.7\sqrt{\frac{3.333+4.468}{3.333}}\ \text{cm}^{-1}=613.0\ \text{cm}^{-1}.
\]

In a host with \(\varepsilon_h=2.25\) the added term is \(F/7.5=2.979\times10^{-6}\), and the peak is at 551.4 cm⁻¹. Calling these peaks TO would give \(K=\mu\omega^2=0.140\) and 0.114 instead of 0.060, errors of 134 and 89 percent relative to the true \(K\).

**Q:** The area factor \(\varepsilon_h/A^2\) is 0.36 in both media. Does the host not matter for the area after all?

**A:** That equality comes from the chosen numbers. For a sphere,

\[
\frac{\varepsilon_h}{A^2}=\frac{9}{\left(2\sqrt{\varepsilon_h}+\varepsilon_\infty/\sqrt{\varepsilon_h}\right)^2},
\]

which takes the same value for two hosts whose permittivities multiply to \(\varepsilon_\infty^2/4\). Here \(1\times2.25=3^2/4\). The cross-section still carries the extra factor \(\sqrt{\varepsilon_h}\), so its area is 1.5 times larger in the host.

**Q:** Suppose my grains are elongated and point in all directions. Does the average wash the shift out?

**A:** In a dilute powder each squared field component averages to one third of \(|E_0|^2\), so the cross-section is the mean over the three axes. For 3:1 prolate grains \(L\) is 0.109 along the long axis and 0.446 along each short one. In the host these give peaks at 459.1 and 588.3 cm⁻¹. With a damping of 8.8 cm⁻¹, the absorption at TO is 0.3 percent of that at the higher maximum.

**Q:** I would have read those two peaks as two phonons, or as TO and LO.

**A:** Yet the crystal has one polar mode, and neither peak is its TO or its LO frequency.

**Q:** What if there really are several polar modes? Could a particle peak wander past the next TO frequency?

**A:** Not in the undamped model. Let mode \(m\), polarized along the field, have mass-weighted amplitude \(\xi_m\) and charge \(z_m\), so that the ionic polarization is \(\sum_m z_m\xi_m/\Omega\). The field found above becomes \(E_{in}=-(4\pi L/\Omega A)\sum_n z_n\xi_n\), and

\[
\omega^2\xi_m=\omega_m^2\xi_m+\frac{4\pi L}{\Omega A}\,z_m\sum_n z_n\xi_n .
\]

Solve for \(\xi_m\), multiply by \(z_m\), sum, and divide by the common sum. The result is

\[
1=\frac LA\,\frac{4\pi}{\Omega}\sum_m\frac{z_m^2}{\omega^2-\omega_m^2}=\frac LA\,(\varepsilon_\infty-\varepsilon),
\]

which again means \(\varepsilon=-\varepsilon_h(1-L)/L\). For distinct \(\omega_m\) and nonzero \(z_m\), the undamped \(\varepsilon\) rises from \(-\infty\) just above each TO frequency to zero at the LO frequency that follows. It is positive from there to the next TO, and also below the first. The negative target value is therefore met once in each TO–LO interval. In a two-mode test the squared TO values 1.000 and 2.500 became 1.129 and 2.873 for spheres in the host, below the squared LO values 1.240 and 3.516.

**Q:** My sample is a pressed pellet, so the grains are not isolated.

**A:** Neighbours then contribute to the field. A case that can be worked through is a simple cubic lattice of spheres, radius \(a\) and spacing \(b\), treated as dipoles in a layer with the field in its plane. From \(P_s\) above, each sphere has dipole moment

\[
p=a^3\frac{\varepsilon-\varepsilon_h}{\varepsilon+2\varepsilon_h}E_{loc}.
\]

With no applied field, the other dipoles produce \(E_{loc}=Sp/b^3\). To find \(S\), draw a large sphere around one site. The dipoles inside it cancel by cubic symmetry, and the rest act as a continuum whose cavity surface gives \(S=4\pi/3\). Direct summation gives 4.18878, against 4.18879 for \(4\pi/3\). With the filled fraction \(f=4\pi a^3/3b^3\),

\[
\frac{\varepsilon+2\varepsilon_h}{\varepsilon-\varepsilon_h}=f
\quad\Rightarrow\quad
\varepsilon=-\varepsilon_h\frac{2+f}{1-f}.
\]

This is the single-grain condition with \(L\) replaced by \((1-f)/3\). At \(f=0.20\) this formula moves the resonance from 551.4 to 527.0 cm⁻¹, towards TO but still far from it. It gives the absorption peak of a layer that is thin enough to transmit most of the light yet several rows of spheres thick, since \(S=4\pi/3\) holds only away from the faces. A single row has \(S=4.52\) and peaks at 525.0 cm⁻¹; two rows give 526.0 and ten give 526.8 cm⁻¹. In a thicker layer the field varies with depth, and the reflection and absorption of the whole layer must be calculated. The dipole approximation leaves out higher multipoles, which matter more as the spheres approach each other: including them lowers the peak from 527.0 to 524.9 cm⁻¹ at \(f=0.20\), and from 513.9 to 506.9 cm⁻¹ at \(f=0.30\). They touch at \(f=\pi/6\approx0.52\), so the formula cannot be carried to \(f=1\).

**Q:** And how small is small?

**A:** For the peak position, both \(\sqrt{\varepsilon_h}\,\omega a/c\) and \(\sqrt{|\varepsilon|}\,\omega a/c\) must be much less than one. For the absorption strength, the grain must also scatter much less light than it absorbs, which demands a smaller grain when the damping is weak. The full Mie series for a single sphere in the host puts the absorption peak at 551.4 cm⁻¹ for a radius of 20 nm and at 545.3 cm⁻¹ for 500 nm. In the second case \(\sqrt{\varepsilon_h}\,\omega a/c\) is about 0.26, and the shift is already 6 cm⁻¹. Micron grains, common in ground powders, leave this regime: at a radius of 1 µm the same series gives absorption peaks at 392, 529 and 568 cm⁻¹, and at 2 µm the strongest absorption is at 366 cm⁻¹, below TO. The rule that the peak lies between TO and LO holds for small grains only. At the other end, the grain must be large enough for the bulk \(\varepsilon\) to describe it. An absorbing host or a noncubic crystal needs a new calculation.

**Q:** Then how should I compare my calculation with the powder?

**A:** For small, dilute grains that are close to ellipsoids, use the calculated \(Z\), \(\varepsilon_\infty\) and \(\omega_{TO}\) to predict \(\omega_L\) for the known shape and host, and compare that with the peak. Grains with edges and corners, such as cubes, are not polarized uniformly. They can show several peaks from one polar mode and need their own calculation. If small grains have a mixture of shapes, their resonances spread into a band between TO and LO, and you must compare with an absorption averaged over those shapes. If you want TO from the data, measure dilute spheres in two hosts. In our example, with frequencies in cm⁻¹,

\[
613.0^2-551.4^2=F\left(\frac15-\frac1{7.5}\right)=\frac F{15},
\]

so \(F=1.076\times10^6\) cm⁻², and \(\omega_{TO}=\sqrt{613.0^2-F/5}=400.7\) cm⁻¹. This route needs \(\varepsilon_\infty\) and small, truly spherical grains, and it magnifies errors: the difference of the squared peaks is multiplied by 3 before it is subtracted. An error of 1 cm⁻¹ in the host peak moves TO by 4 cm⁻¹, taking \(\varepsilon_\infty=3.3\) instead of 3 gives 389.8 cm⁻¹, and the Mie peaks of spheres with radii of 200 and 500 nm give 398.1 and 384.8 cm⁻¹.

**Q:** So my force constant may be right, and the mistake was to compare a zero-field frequency with a grain that makes its own field.

**A:** Yes. The numerical output below lists the values for the other shapes, so you can see how far each one moves the peak.

## Table of computed values

```
Born charge Z = 2.0 e
reduced mass = 18000 electron masses
cell volume = 125 bohr^3
force constant K = 0.060 hartree/bohr^2
eps_inf = 3.00, filled host eps_h = 2.25
damping gamma = 4.0e-05 hartree = 8.78 cm^-1
F = 2.2340e-05 hartree^2
static permittivity = 9.702
TO = 1.8257e-03 hartree = 400.7 cm^-1
LO = 3.2833e-03 hartree = 720.6 cm^-1
shape and field axis: L; peak in vacuum; peak in host (cm^-1)
  prolate 3:1, long axis: 0.1087; 506.6; 459.1
  oblate 1:3, in plane: 0.1823; 551.7; 492.7
  sphere: 0.3333; 613.0; 551.4
  prolate 3:1, short axis: 0.4456; 643.5; 588.3
  oblate 1:3, symmetry axis: 0.6354; 679.5; 641.4
sphere in vacuum: A = 1.6667, eps at peak = -2.000
  shift from TO = 212.3 cm^-1
  K if peak is called TO = 0.1404 hartree/bohr^2
  error in K = 134.0 percent
  area factor eps_h/A^2 = 0.3600
sphere in host: A = 2.5000, eps at peak = -4.500
  shift from TO = 150.7 cm^-1
  K if peak is called TO = 0.1136 hartree/bohr^2
  error in K = 89.4 percent
  area factor eps_h/A^2 = 0.3600
powder of prolate grains in host, peaks (cm^-1): 459.1, 588.3
powder absorption at TO / highest peak = 0.0034
sphere lattice, filling 0.20: L_eff = 0.2667
  peak from formula = 527.0 cm^-1
  peak from dipole sum = 527.0 cm^-1
dipole sum = 4.18878, 4 pi/3 = 4.18879
Mie peak in host, radius 20 nm = 551.39 cm^-1
Mie peak in host, radius 500 nm = 545.31 cm^-1
Mie / small-particle cross-section, 20 nm = 0.99995
largest field error in ellipsoid test = 6.1e-13 (P = 1)
largest peak-position error = 3.7e-06 cm^-1
largest relative area error = 8.0e-15
two-mode test, squared TO: 1.000, 2.500 (model units)
two-mode test, squared LO: 1.240, 3.516 (model units)
two-mode test, squared sphere peaks: 1.129, 2.873 (model units)
```
